\section*{Diffusion and viscosity from one run in an elongated periodic cell, part 2}

A periodic cell shifts the diffusion coefficients of a liquid. The aim is to choose a cell shape that removes the leading shift from $D_0$, the value in the unbounded liquid, and to obtain the viscosity $\eta$ as well. The cell has edges $L_x=L_y$ and $L_z=sL_x$, and volume $V$. The liquid is isotropic, with density $\rho$ and $\nu=\eta/\rho$; total momentum is zero. Atomic units are used, and $kT$ is the thermal energy. $D_\alpha$ is the long-time mean-square displacement along $\alpha$ divided by $2t$. For a particle of hydrodynamic radius $a$, $D_0=kT/(6\pi\eta a)$.

For $D\ll\nu$, the flow modes $\mathbf k=(\mathbf q,k_z)$ contribute
\begin{equation}
 \frac{kT}{\eta V}\sum_{\mathbf k\ne0}\frac{1-k_\alpha^2/k^2}{k^2}\,F(k),
 \label{eq:modesum}
\end{equation}
where $F(k)$, with $F(0)=1$, describes the particle's averaging of the flow over its size. Subtracting the free-space integral gives, for a point particle,
\begin{equation}
 D_\alpha=D_0+\frac{kT}{\eta}M_\alpha ,
 \label{eq:central}
\end{equation}
with $M_\alpha=R_{\alpha\alpha}(0)$. Here $R_{\alpha\beta}$ is the periodic minus the free Stokes flow, times $\eta$; around the origin $\nabla^4R_{\alpha\beta}=0$.

With $\mathbf q=2\pi\mathbf n/L_x$, integer planar vectors $\mathbf n$, $n=|\mathbf n|$ and $\kappa=qL_x=2\pi n$,
\begin{align}
 L_xM_x&=\frac s{12}+\frac{3Z}{16\pi}
 +\sum_{\mathbf n\ne0}\left[\frac{3(\coth\frac{\kappa s}2-1)}{8\kappa}-\frac{s}{16\sinh^2\frac{\kappa s}2}\right],\label{eq:mx}\\
 L_xM_z&=\frac Z{8\pi}
 +\sum_{\mathbf n\ne0}\left[\frac{\coth\frac{\kappa s}2-1}{4\kappa}+\frac{s}{8\sinh^2\frac{\kappa s}2}\right].\label{eq:mz}
\end{align}
By symmetry $M_y=M_x$. The term $s/12$ comes from horizontal sliding layers, $\mathbf q=0$. The regularized planar sum of $1/n$ is
\begin{equation}
 Z=4\zeta(\tfrac12)\beta(\tfrac12)=-3.900265 .
 \label{eq:Z}
\end{equation}
Here $\zeta$ is Riemann's function and $\beta(p)=1-3^{-p}+5^{-p}-\dots$. It was found from $E(p)=\sum_{\mathbf n\ne0}n^{-2p}=4\zeta(p)\beta(p)$ and the Mellin integral
\begin{equation}
 \sum_{\mathbf n\ne0}\frac{e^{-\delta n^2}}{n}=\frac1{2\pi i}\int\Gamma(w)\,\delta^{-w}E(w+\tfrac12)\,dw ,
\end{equation}
by moving the line of integration to the left past the poles, subtracting the planar integral and letting $\delta\to0$. The sum $S_1=\frac1{L_z}\sum_{k_z}\frac1{q^2+k_z^2}$ is
\begin{equation}
 S_1=\frac{\coth(qL_z/2)}{2q}.
 \label{eq:S1}
\end{equation}

The example is a model liquid at 300 K with $\eta=1.2\,\hbar/a_0^3$ and $a=3$ bohr; in a cube of edge 33.80 bohr its diffusion coefficient is 25\% too small. The shear test listed in the computed results simulated a particle in one shear mode with $k=\nu=1$, amplitude variance 1 and $D=0.5$.

\subsection{The ratio at which the correction vanishes}

In a long cell the sums in (\ref{eq:mx}) and (\ref{eq:mz}) are exponentially small. What is left of $M_x$ is a competition between two terms,
\begin{equation}
 L_xM_x\simeq\frac s{12}-\frac{3|Z|}{16\pi}.
 \label{eq:competition}
\end{equation}
The negative term is the deficit of the planar mode sum relative to its integral. The positive term comes from the sliding layers. They balance at
\begin{equation}
 s\simeq\frac{9|Z|}{4\pi}=-\frac9\pi\,\zeta(\tfrac12)\beta(\tfrac12)=2.7933590 .
\end{equation}

The largest neglected terms come from the four shortest planar vectors, $\kappa=2\pi$. For these, $\coth(\kappa s/2)-1\simeq2e^{-2\pi s}$ and $1/\sinh^2(\kappa s/2)\simeq4e^{-2\pi s}$, so they add
\begin{equation}
 4e^{-2\pi s}\left(\frac3{8\pi}-\frac s4\right)\simeq-5.5\times10^{-8}
\end{equation}
to $L_xM_x$. Since the slope of (\ref{eq:competition}) is $1/12$, the root moves up by $12\times5.5\times10^{-8}\simeq6.6\times10^{-7}$. The numerical root of (\ref{eq:mx}) is
\begin{equation}
 s^*=2.7933596,
\end{equation}
and its distance from the leading form is $6.6\times10^{-7}$, as estimated. At this ratio $M_x=M_y=0$.

Seven decimals identify the root, but a simulation does not need them. An error $\delta s$ shifts $D_x$, relative to $D_0$, by
\begin{equation}
 \frac{\delta D_x}{D_0}=6\pi a\,\delta M_x=\frac{6\pi a}{L_x}\,\frac{\delta s}{12}.
\end{equation}
For $a=3$ and $L_x=24$ bohr, a ratio that is 1\% too large raises $D_x$ by 0.55\% of $D_0$.

\subsection{A second root, in a flat cell}

The condition $M_x=0$ does not select the long cell alone. For $s\to0$, consider vectors with $\kappa s\ll1$. There $\coth(\kappa s/2)\simeq2/(\kappa s)$ and $\sinh^2(\kappa s/2)\simeq\kappa^2s^2/4$, and the leading summand in (\ref{eq:mx}) becomes
\begin{equation}
 \frac{3}{4\kappa^2s}-\frac1{4\kappa^2s}=\frac1{2\kappa^2s}.
\end{equation}
Summed over the plane up to $\kappa\sim1/s$, this gives
\begin{equation}
 L_xM_x\simeq\int_{\kappa\lesssim1/s}\frac{d^2\kappa}{(2\pi)^2}\,\frac1{2\kappa^2s}
 \simeq\frac1{4\pi s}\left[\ln\frac1s+O(1)\right].
\end{equation}
The logarithm is that of two-dimensional flow: motion in a thin periodic slab is nearly uniform across its thickness. The correction is positive for a sufficiently flat cell and negative for the cube, so it crosses zero in between. A scan over $0.02\le s\le20$ finds two sign changes, at $s=0.1457$ and at $s^*$.

The flat root is of little practical use. At the volume of the cell with $L_x=24$ bohr and $s=s^*$, its short edge would be $33.80\times0.1457^{2/3}\simeq9.4$ bohr. A particle of radius 3 bohr would then have its own image about three radii away, so that its finite size, which the leading-order correction neglects, matters far more than in the long cell.

\subsection{Reading off both coefficients}

At $s^*$ the other component does not vanish. Equation (\ref{eq:mz}) gives
\begin{equation}
 L_xM_z=-0.155186 ,
\end{equation}
which is $Z/(8\pi)$ up to exponentially small terms. The layers that compensate the deficit along $x$ and $y$ have no velocity along $z$, so $D_z$ stays below $D_0$. With $D_{xy}=(D_x+D_y)/2$, the two leading-order readings are
\begin{equation}
 D_0=D_{xy},\qquad
 \eta=\frac{0.155186\,kT}{L_x\,(D_{xy}-D_z)} .
 \label{eq:readings}
\end{equation}
The second follows from subtracting $D_z=D_0+kTM_z/\eta$ from $D_{xy}=D_0$. In terms of the long edge, the numerical factor is $8.1711/(6\pi)$ with $L_z$ in place of $L_x$.

The slow-particle assumption affects both readings slightly. If the particle diffused equally fast along all axes, $\eta$ would be replaced by $\eta+\rho D$ in the mode sum. A vanishing $M_x$ would still give a vanishing correction to $D_0$, and the viscosity formula would return $\eta+\rho D$. At $s^*$, however, $D_z$ is smaller than $D_{xy}$, so this replacement is not exact, and both readings shift by relative amounts of at most the order of $\rho D/\eta$.

\subsection{Beyond the leading order}

The correction proportional to $1/L_x$ has been removed from $D_{xy}$. The next one depends on the size of the particle. Take a Gaussian particle, $F(k)=e^{-\varepsilon k^2}$. In free space its mode sum becomes
\begin{equation}
 \int\!\frac{d^3k}{(2\pi)^3}\,\frac{1-k_\alpha^2/k^2}{k^2}\,e^{-\varepsilon k^2}
 =\frac23\,\frac1{2\pi^2}\int_0^\infty e^{-\varepsilon k^2}dk
 =\frac1{6\pi\sqrt{\pi\varepsilon}},
\end{equation}
where $2/3$ is the angular average of the weight. Comparison with $1/(6\pi a)$ gives the hydrodynamic radius $a=\sqrt{\pi\varepsilon}$.

In real space the factor $e^{-\varepsilon k^2}$ acts as $e^{\varepsilon\nabla^2}$. Since $\nabla^4R_{\alpha\alpha}=0$ around the origin, the series ends after two terms, up to Gaussian tails that reach the images:
\begin{equation}
 M_\alpha\;\longrightarrow\;M_\alpha+\varepsilon c_\alpha,\qquad c_\alpha=\nabla^2R_{\alpha\alpha}(0).
\end{equation}

To find $c_x$, apply $-k^2$ to each mode. The summand becomes $-1+k_x^2/k^2$, to be summed over $\mathbf k\ne0$ with the free-space integral subtracted. The sum of the constant 1 over all $\mathbf k$ represents delta functions at the origin and its images. After subtraction nothing remains at the origin except the missing term $\mathbf k=0$, so $-1$ contributes $+1/V$. In the second part, replace $k_x^2$ by $q^2/2$ and use (\ref{eq:S1}):
\begin{equation}
 \frac{q^2}2S_1=\frac q4\coth\frac{qL_z}2\simeq\frac q4 .
\end{equation}
The planar sum of $n$ is regularized as that of $1/n$ was. The Mellin integral now contains $E(w-\frac12)$. Its pole at $w=3/2$ gives $\pi^{3/2}/(2\delta^{3/2})$, which equals the subtracted integral $2\pi\int_0^\infty n^2e^{-\delta n^2}dn$, and the pole at $w=0$ leaves $E(-\frac12)=4\zeta(-\frac12)\beta(-\frac12)$. Multiplying by $2\pi/(4L_x)$ and by $1/L_x^2$,
\begin{equation}
 L_x^3c_x=\frac1s+2\pi\,\zeta(-\tfrac12)\beta(-\tfrac12),
 \label{eq:cx}
\end{equation}
up to exponentially small terms. The component $c_z$ follows from the trace. The three weights $1-k_\alpha^2/k^2$ add up to 2, so the summed modes are $-2$ for each $\mathbf k\ne0$, and by the argument just given $2c_x+c_z=2/V$.

At $s^*$ the values are
\begin{equation}
 L_x^3c_x=0.3580-0.3594=-0.0014,\qquad L_x^3c_z=0.71887 .
\end{equation}
The slopes of the direct mode sums with respect to $\varepsilon$ agree with both within $10^{-5}$. The near cancellation in $c_x$ was not built in. By (\ref{eq:cx}), $c_x$ vanishes at $s=1/0.35944=2.782$, close to $s^*$ but distinct from it. The derivation gives no reason for this closeness, which appears to be accidental.

With $\varepsilon=a^2/\pi$ and $M_x=0$, the errors of the two readings for this particle model are
\begin{align}
 \frac{D_{xy}}{D_0}-1&=6\pi a\,\frac{a^2}\pi\,c_x=6a^3c_x ,\label{eq:errD}\\
 \frac{\eta_{\rm read}}{\eta}&=\frac{|M_z|}{|M_z|-(a^2/\pi)(c_z-c_x)} .\label{eq:erreta}
\end{align}
The error of $D_0$ falls as $L_x^{-3}$ and has a very small coefficient. The error of $\eta$ falls as $L_x^{-2}$, because a term of order $L_x^{-3}$ is compared with a signal of order $L_x^{-1}$.

\subsection{A worked example}

The model liquid has $T=300$ K, or $kT=9.5004\times10^{-4}$ hartree, and $\eta=1.2\,\hbar/a_0^3$ (0.854 mPa\,s). The Gaussian particles have $a=3$ bohr, so the input diffusion coefficient is
\begin{equation}
 D_0=\frac{9.5004\times10^{-4}}{6\pi\times1.2\times3}=1.4000\times10^{-5}\ \text{a.u.}
\end{equation}
or $1.621\times10^{-9}$ m$^2$/s. For $L_x=24$ and $L_z=67.04$ bohr, direct mode sums supply the coefficients that one run without statistical error would give in this model:
\begin{equation}
 D_x=D_y=1.40001\times10^{-5},\qquad D_z=0.89991\times10^{-5}\ \text{a.u.}
\end{equation}
With one more digit the input is $D_0=1.40004\times10^{-5}$ a.u., so the reading of $D_0$ is low by 0.002\%. For the viscosity, (\ref{eq:readings}) gives
\begin{equation}
 \eta_{\rm read}=\frac{0.155186\times9.5004\times10^{-4}}{24\times0.50010\times10^{-5}}=1.228\,\hbar/a_0^3 ,
\end{equation}
or 0.874 mPa\,s, which is 2.4\% above the input. Equation (\ref{eq:erreta}) accounts for this: $a^2(c_z-c_x)/\pi$ is $0.00358/L_x$, and $0.15519/(0.15519-0.00358)=1.024$. With $L_x=48$ bohr the viscosity error is 0.58\%, close to a quarter of the former value.

The extremely small error of $D_0$ comes from the small $c_x$ and from describing the particle by an isotropic factor $F(k)$, of which only the $k^2$ coefficient enters. The factor $(\sin ka/ka)^2$, which has the same hydrodynamic radius, replaces $a^2/\pi$ by $a^2/3$ and gives errors of $-0.002\%$ in $D_0$ and 2.5\% in $\eta$. It is no forecast for a molecule, whose shape and near surroundings are not described by one radius.

Statistical noise is more serious. Let each of the three coefficients carry an independent relative error $\sigma$. The average $D_{xy}$ then has variance $\sigma^2D_x^2/2$, and linear propagation gives
\begin{equation}
 \frac{\delta\eta}{\eta}=\frac{\sigma\sqrt{D_x^2/2+D_z^2}}{D_{xy}-D_z}.
\end{equation}
For $\sigma=3\%$ and $L_x=24$ bohr this is 8\%; random sampling confirms the propagation formula. For $L_x=48$ bohr the same $\sigma$ gives 18\% by the linear formula, because the anisotropy that carries the signal has shrunk. At this size the formula underestimates the scatter, which is about 21\%, and the mean of $\eta$ is biased upward by about 3.5\%. A larger cell thus lowers the systematic error of $\eta$ but demands more precise diffusion coefficients.

With a density of $160\,m_e/a_0^3$, the ratio $\rho D_0/\eta$ is 0.19\%. This sets the order of magnitude of the bias that particle motion gives the viscosity. The bias is not contained in the coefficients above, which were computed for $D\ll\nu$.

\subsection{When the readings fail}

The derivation needs conserved momentum. If a thermostat applies a friction rate $\gamma$ to every particle, a mode decays at the rate $\nu k^2+\gamma$, and the mode sum contains $1/(\nu k^2+\gamma)$ in place of $1/(\nu k^2)$. The slow layers are damped most in proportion, and the balance at $s^*$ is lost unless $\gamma\ll4\pi^2\nu/L_z^2$. Even then the motion of the centre of mass must be removed. The random force that accompanies the friction makes the total momentum fluctuate, and the term $\mathbf k=0$ would add $kT/(\rho V\gamma)$ to every coefficient, which grows as $\gamma$ falls.

The displacements must also be followed well beyond the decay time of the slowest layer. In the example $\nu=1.2/160=0.0075$ a.u., and the decay time $L_z^2/(4\pi^2\nu)$ is about $1.5\times10^4$ atomic units of time for $L_x=24$ bohr. This is 0.37 ps. As long as each mode decays as a single exponential, diffusion coefficients taken from displacements over shorter times miss part of the positive term in (\ref{eq:competition}), so $D_{xy}$ comes out too low. Even at ten decay times the mean-square displacement divided by $2t$ is about 4\% low in this model, whereas its slope has converged by then. The slope is therefore the better measure. The sign of the error is not general. If the stress relaxes with a time $\tau_M$, so that $\nu$ becomes $\nu/(1+z\tau_M)$ at Laplace frequency $z$, each mode adds $\tau_M/t$ to the relative error of the mean-square displacement divided by $2t$. In the example the long-time error becomes $(\tau_M-0.14\ \text{ps})/t$, and the estimate is too high once $\tau_M$ exceeds about 0.14 ps.

The viscosity must have reached its bulk value at the wavelengths of the cell. A liquid whose structure is correlated over lengths comparable with $L_x$ may not meet this condition. Slow relaxation of the stress is not in itself an obstacle: for a slow particle, the time integral of a mode's correlation function contains only the zero-frequency viscosity. The displacements must then be followed beyond the stress relaxation as well. An anisotropic fluid fails for another reason: its diffusion coefficients differ even without the cell.

Finally, the readings are free of the leading finite-size error in $D_0$ and use that error to obtain $\eta$. They remain properties of the forces that drive the trajectory. Errors of the density functional, of the basis set or of the classical treatment of the nuclei pass into both coefficients, and the choice of cell shape does not remove them. The numerical output lists the main values used here; the others follow from them by the formulas given.

\section*{Computed results}
\begin{verbatim}
planar sum Z, zeta-beta form            -3.90026492
planar sum Z, direct                    -3.90026495
long-cell root s*                       2.7933596497
leading closed form of s*               2.7933589862
exponentially small shift of s*         6.635e-07
flat-cell root                          0.14566229
Lx*Mz at s*                             -0.15518647
6*pi*Lx*|Mz| at s*                      2.9251960
6*pi*Lz*|Mz| at s*                      8.1711246
cubic constant -6*pi*L*M                2.8372975
slope d(Lx*Mx)/ds at s*                 0.0833337
largest difference closed form/direct   4.0e-15
Lx^3*cx, closed form                    -0.001445
Lx^3*cx, direct                         -0.001444
Lx^3*cz, closed form                    0.718873
Lx^3*cz, direct                         0.718872
shear test, spread / theory with nu+D   1.0003
shear test, spread / theory with nu     0.6916
temperature                             300.0 K
kT                                      9.500435e-04 hartree
input viscosity                         1.2000 hbar/bohr^3
input viscosity, converted              0.8540 mPa s
mass density                            160.0 m_e/bohr^3
particle radius                         3.0 bohr
input D0                                1.400038e-05 a.u.
input D0, converted                     1.6208e-09 m^2/s
Lx = 24 bohr: Lz                       67.0406 bohr
  Dx = Dy                               1.400014e-05 a.u.
  Dz                                    8.999092e-06 a.u.
  error of D0 from Dxy                  -0.002 %
  recovered viscosity                   1.22836 hbar/bohr^3
  error of viscosity                    2.363 %
Lx = 48 bohr: Lz                       134.0813 bohr
  Dx = Dy                               1.400035e-05 a.u.
  Dz                                    1.145551e-05 a.u.
  error of D0 from Dxy                  -0.000 %
  recovered viscosity                   1.20697 hbar/bohr^3
  error of viscosity                    0.580 %
Lx = 24: Dxy, converted                 1.6208e-09 m^2/s
Lx = 24: viscosity, converted           0.8742 mPa s
equal-volume cube, edge                 33.8003 bohr
equal-volume cube, leading shift of D   -25.18 % of D0
ratio 1 % too large, shift of Dxy       0.548 % of D0
momentum-diffusion bias rho*D0/eta      0.187 %
assumed statistical error of each D     3.0 %
resulting viscosity error, Lx = 24      8.03 %
\end{verbatim}
